\section*{Hysteresis Friction of a Lubricated Sphere on a Viscoelastic Pad}

\section{A bed of independent springs}

A rigid sphere of radius $R$ is pressed by a load $W$ into a soft pad and moves slowly along $+x$. A lubricant removes the shear stress at the interface. A resistance remains if the pad gives back less work behind the sphere than it receives in front.

The simplest pad is a bed of independent vertical springs of stiffness $k$ per unit area. Let the contact be a circle of radius $a\ll R$, centred below the sphere. Near its lowest point the sphere is a paraboloid, so the depression is $(a^2-r^2)/(2R)$. A spring at lateral position $y$ is compressed until the centre line $x=0$ of the contact reaches it, when its compression is $(a^2-y^2)/(2R)$. It then expands. Let it return a fraction $1-\alpha$ of the work it received. For each unit distance travelled, the lost work, which equals the friction force $F$, is
\begin{equation}
F=\alpha\int_{-a}^{a}\frac{k}{2}\left(\frac{a^2-y^2}{2R}\right)^2dy
=\frac{\alpha k}{8R^2}\,\frac{16a^5}{15}=\frac{2\alpha k a^5}{15R^2}.
\label{eq:springF}
\end{equation}
To lowest order in $\alpha$ the load is that of the elastic bed,
\begin{equation}
W=k\int_0^a\frac{a^2-r^2}{2R}\,2\pi r\,dr=\frac{\pi k a^4}{4R}.
\label{eq:springW}
\end{equation}
Eliminating $k$ gives
\begin{equation}
F=\frac{8}{15\pi}\,\alpha\,\frac{Wa}{R}.
\label{eq:spring}
\end{equation}
Apart from a numerical factor, the force is the loss fraction times the load times the slope $a/R$ at the edge of the contact. In a continuous pad neighbouring points are coupled, and the pressure has another shape. The form of (\ref{eq:spring}) survives, but the coefficient becomes $3/16$, which is somewhat larger.

\section{Force and work in a continuous pad}

The pad is now a linear, isotropic half-space. The motion is steady and slow enough for inertia to be neglected. There is no adhesion or plastic flow, and the lubricant film is too thin to alter the normal pressure $p(x,y)\ge0$. Coordinates move with the sphere, and $u$ is the downward displacement of the pad surface. Inside the contact
\begin{equation}
u=d-\frac{x^2+y^2}{2R},
\label{eq:profile}
\end{equation}
where $d$ is the depth at the centre.

Without interfacial shear, the force on each element of the sphere is normal to its surface. In front of the centre this normal is tilted backwards by the small angle $x/R$, and behind the centre it is tilted forwards. The resisting force is therefore
\begin{equation}
F=\int p\,\frac{x}{R}\,dA .
\label{eq:force}
\end{equation}
The same integral is a balance of work. When the sphere advances by $ds$, the surface at a fixed point of the pad sinks by $-(\partial u/\partial x)\,ds=(x/R)\,ds$. The front half thus does work on the pad, and the rear half receives work from it. Per unit distance these are
\begin{equation}
A_f=\int_{x>0}p\,\frac{x}{R}\,dA,\qquad
A_r=\int_{x<0}p\,\frac{|x|}{R}\,dA,\qquad F=A_f-A_r .
\label{eq:works}
\end{equation}
The loss fraction is defined by
\begin{equation}
\alpha=1-\frac{A_r}{A_f},\qquad\text{so that}\qquad F=\alpha A_f .
\label{eq:alpha}
\end{equation}
What remains is to find $A_f$, and to lowest order in $\alpha$ the elastic pressure suffices for this.

\section{The elastic contact}

\subsection{Response of the surface}

Consider first a pressure $\hat p\cos qx$ on an elastic half-space $z>0$, with $z$ downwards. Let $E$ be Young's modulus, $\nu$ Poisson's ratio and $E^*=E/(1-\nu^2)$. The stress function
\begin{equation}
\chi=\frac{\hat p}{q^2}(1+qz)e^{-qz}\cos qx
\end{equation}
is biharmonic and decays with depth. It gives
\begin{align}
\sigma_{zz}&=\partial_x^2\chi=-\hat p(1+qz)e^{-qz}\cos qx,\\
\sigma_{xx}&=\partial_z^2\chi=-\hat p(1-qz)e^{-qz}\cos qx .
\end{align}
The shear stress $-\partial_x\partial_z\chi$ is proportional to $z$ and vanishes at the surface, as required. In plane strain $\varepsilon_{zz}=[\sigma_{zz}-\nu\sigma_{xx}/(1-\nu)]/E^*$. The surface displacement is $-\int_0^\infty\varepsilon_{zz}\,dz$. Since $\int_0^\infty(1+qz)e^{-qz}dz=2/q$ and $\int_0^\infty(1-qz)e^{-qz}dz=0$,
\begin{equation}
u=\frac{2}{qE^*}\,\hat p\cos qx .
\label{eq:compliance}
\end{equation}
Any pressure is a sum of such waves with different directions of $\mathbf q$. The two-dimensional transform of $1/r$ is $2\pi/q$, so a point force of unit size produces the displacement $1/(\pi E^*r)$.

\subsection{Pressure and load}

Try the Hertz pressure
\begin{equation}
p=p_0\sqrt{1-r^2/a^2},\qquad r<a .
\label{eq:hertz}
\end{equation}
To find $u$ at distance $r$ from the centre, use polar coordinates $(s,\varphi)$ about that point. The area element $s\,ds\,d\varphi$ cancels the $1/s$ of the point response. Along a chord in direction $\varphi$,
\begin{equation}
p=\frac{p_0}{a}\sqrt{(a^2-r^2\sin^2\varphi)-(s+r\cos\varphi)^2}.
\end{equation}
The integral over the whole chord is the area under a semicircle, $\tfrac{\pi}{2}(a^2-r^2\sin^2\varphi)$, times $p_0/a$. Whole chords are covered once when $\varphi$ runs from $0$ to $\pi$. Hence
\begin{equation}
u=\frac{1}{\pi E^*}\frac{p_0}{a}\int_0^\pi\frac{\pi}{2}(a^2-r^2\sin^2\varphi)\,d\varphi
=\frac{\pi p_0}{4E^*a}(2a^2-r^2).
\end{equation}
This has the form (\ref{eq:profile}) if
\begin{equation}
p_0=\frac{2aE^*}{\pi R},\qquad d=\frac{a^2}{R}.
\label{eq:p0}
\end{equation}
Integrating (\ref{eq:hertz}) over the circle gives the load:
\begin{equation}
W=\frac{2\pi a^2p_0}{3},\qquad
p_0=\frac{3W}{2\pi a^2},\qquad
a^3=\frac{3WR}{4E^*}.
\label{eq:load}
\end{equation}
The pressure is symmetric about $x=0$, so $A_f=A_r$ and $F=0$: a lossless pad offers no resistance.

\section{The three-sixteenths law}

Call the elastic front work $\phi$. With $x=r\cos\theta$, equations (\ref{eq:works}) and (\ref{eq:hertz}) give
\begin{equation}
\phi=\frac{p_0}{R}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta
\int_0^a r^2\sqrt{1-\frac{r^2}{a^2}}\,dr .
\end{equation}
The angular integral is $2$. With $r=a\sin\psi$ the radial integral is $a^3\int_0^{\pi/2}\sin^2\psi\cos^2\psi\,d\psi=\pi a^3/16$. Using (\ref{eq:load}) for $p_0$,
\begin{equation}
\phi=\frac{\pi p_0a^3}{8R}=\frac{3}{16}\,\frac{Wa}{R}.
\label{eq:phi}
\end{equation}
Loss changes $A_f$ by a relative amount of order $\alpha$. Replacing $A_f$ by $\phi$ in (\ref{eq:alpha}) therefore gives, to first order in $\alpha$,
\begin{equation}
\boxed{F=\frac{3}{16}\,\alpha\,\frac{Wa}{R},\qquad
\mu=\frac FW=\frac{3}{16}\,\alpha\,\frac aR .}
\label{eq:law}
\end{equation}
This is the Greenwood--Tabor result. Inserting $a$ from (\ref{eq:load}),
\begin{equation}
\mu=\frac{3}{16}\,\alpha\left(\frac{3W}{4E^*R^2}\right)^{1/3}.
\label{eq:loadlaw}
\end{equation}
At fixed $\alpha$, $E^*$ and $R$, the friction coefficient grows as $W^{1/3}$, because a heavier load makes the edge of the contact steeper.

A numerical contact solution, with 14 grid cells per contact radius and with the pressure and contact area left unknown, gives $\phi R/(Wa)=0.187$, in agreement with $3/16$.

\section{The loss fraction from the loss tangent}

The number $\alpha$ belongs to the strain cycle under a moving sphere. It can be found from the loss tangent $\lambda=\tan\delta$ of the pad if $\lambda\ll1$ and if $\lambda$ and the storage modulus are nearly constant over the frequencies excited. They cannot both be strictly constant: a nearly constant $\lambda$ makes the storage modulus rise by a fraction of about $1.5\lambda$ per decade of frequency. This drift is neglected here and in the estimate for finite loss below. Poisson's ratio is taken as real and constant, so that $E$ and $E^*$ have the same loss tangent.

With $\hat p(\mathbf q)=\int p\,e^{-i\mathbf q\cdot\mathbf r}dA$, a component of the moving pressure varies as $e^{iq_x(x-Vt)}$ at a fixed point of the pad, where $V$ is the speed. In the convention $e^{i\omega t}$ its frequency is $\omega=-q_xV$. Strain lags behind stress, so the compliance carries the factor $1-i\lambda\,\mathrm{sgn}\,\omega=1+i\lambda\,\mathrm{sgn}\,q_x$ to first order. From (\ref{eq:compliance}),
\begin{equation}
\hat u=\frac{2}{qE^*}\,(1+i\lambda\,\mathrm{sgn}\,q_x)\,\hat p .
\label{eq:visco}
\end{equation}
Inside the contact $x/R=-\partial u/\partial x$, and outside it $p=0$. The force (\ref{eq:force}) becomes
\begin{equation}
F=-\int p\,\frac{\partial u}{\partial x}\,dA
=-\frac{1}{4\pi^2}\int iq_x\,\hat p^*\hat u\,d^2q .
\end{equation}
The lossless part of (\ref{eq:visco}) gives an integrand odd in $q_x$, since $|\hat p|^2$ is even for a real pressure. It contributes nothing, whatever the shape of $p$. The lossy part gives
\begin{equation}
F=\frac{2\lambda}{E^*}\,\frac{1}{4\pi^2}\int\frac{|q_x|}{q}\,|\hat p|^2\,d^2q .
\label{eq:Fq}
\end{equation}
The factor $\lambda$ already stands in front, so the Hertz pressure suffices to first order. Then $|\hat p|$ depends on $q$ alone, and $|q_x|/q=|\cos\theta|$ integrates to $4$ over the angle. Parseval's theorem gives $\int_0^\infty|\hat p|^2q\,dq=2\pi\int p^2dA$. Therefore
\begin{equation}
F=\frac{4\lambda}{\pi E^*}\int p^2dA
=\frac{4\lambda}{\pi E^*}\,\frac{\pi a^2p_0^2}{2}
=\frac{2\lambda a^2p_0^2}{E^*}.
\end{equation}
Replace one factor $p_0$ by (\ref{eq:p0}) and the other by (\ref{eq:load}):
\begin{equation}
F=\frac{4\lambda a^3}{\pi R}\,\frac{3W}{2\pi a^2}
=\frac{6}{\pi^2}\,\lambda\,\frac{Wa}{R}.
\label{eq:Ftan}
\end{equation}
Comparison with (\ref{eq:law}) yields
\begin{equation}
\alpha=\frac{16}{3}\,\frac{6}{\pi^2}\,\lambda=\frac{32}{\pi^2}\tan\delta .
\label{eq:alphatan}
\end{equation}
The numerical contact solution at $\lambda=0.01$ gives the coefficient $0.607$ in (\ref{eq:Ftan}), where $6/\pi^2=0.608$.

Compare a compression test that is repeated until the stress has become periodic. Let the strain be $\varepsilon_m(1-\cos\tau)/2$, with $\tau=\omega t$, and neglect the drift of the storage modulus again. The stress is $E\varepsilon_m[(1-\cos\tau)+\lambda\sin\tau]/2$. In units of $E\varepsilon_m^2$, the work put in for $0<\tau<\pi$ is
\begin{equation}
\frac14\int_0^\pi\left[(1-\cos\tau)\sin\tau+\lambda\sin^2\tau\right]d\tau
=\frac12+\frac{\pi\lambda}{8}.
\end{equation}
During release the first term changes sign and the second does not, so the work returned is $\tfrac12-\pi\lambda/8$. The lost fraction is $(\pi\lambda/4)/(\tfrac12)=\pi\lambda/2$ to first order. The fraction (\ref{eq:alphatan}) is larger by $64/\pi^3\simeq2.06$. Putting the loss fraction of such a steady cycle into (\ref{eq:law}) would thus give about half the force, for the same small and constant loss tangent. This factor does not apply to a single compression from rest, in which the stress is not yet periodic and the lost fraction is different.

\section{Finite loss}

The first-order error in (\ref{eq:law}) can be found without a new contact calculation. In (\ref{eq:visco}), changing the sign of $\lambda$ has the same effect as reversing $x$. It therefore exchanges $A_f$ and $A_r$ at fixed load. Their sum is even in $\lambda$, and if it depends smoothly on $\lambda$,
\begin{equation}
A_f+A_r=2\phi\,[1+O(\lambda^2)] .
\end{equation}
Since $A_f-A_r=F$, one has $A_f=\phi+F/2$ up to second-order corrections. Inserting this in $F=\alpha A_f$ and solving for $F$,
\begin{equation}
F\simeq\frac{\alpha\phi}{1-\alpha/2}.
\label{eq:finite}
\end{equation}
If $\alpha$ is the true fraction defined by (\ref{eq:alpha}), the three-sixteenths law underestimates the force by a relative amount of about $\alpha/2$. The neglected drift of the storage modulus is even in $q_x$ and of first order in $\lambda$, so in a real pad it changes $A_f+A_r$ at the same order as this correction. For a power-law solid of constant loss tangent, with $E^*$ taken at the angular frequency $V/a$, the sum is about $2\phi\,(1-0.2\lambda)$, which removes roughly a tenth of the shortfall $\alpha/2\simeq1.6\lambda$. The form (\ref{eq:Ftan}) has no such first-order error in this model: $F$ is odd in $\lambda$, so its relative correction is of order $\lambda^2$.

\section{A pad of finite thickness}

Let the pad have thickness $H$ and rest on a rigid base on which it can slip. Measure $z$ upwards from the base, and take the stress function $f(z)\cos qx$ with $f=A\cosh qz+Bz\sinh qz$. It is even in $z$, so the shear stress and the normal displacement vanish at $z=0$. Write $S=\sinh qH$ and $C=\cosh qH$. A unit pressure amplitude without shear at the top requires $q^2f(H)=1$ and $f'(H)=0$. The second condition gives $A=-B(S+qHC)/(qS)$. The first then gives, with $C^2-S^2=1$,
\begin{equation}
B=-\frac{S}{q(SC+qH)} .
\end{equation}
The term in $\sigma_{xx}=f''\cos qx$ integrates to $f'(H)-f'(0)=0$, so the downward displacement amplitude at the top is
\begin{equation}
\frac{q^2}{E^*}\int_0^Hf\,dz=-\frac{2BS}{E^*}
=\frac{2}{qE^*}\,\frac{S^2}{SC+qH}.
\label{eq:layer}
\end{equation}
The last fraction tends to $1$ for $qH\gg1$, which recovers (\ref{eq:compliance}). For $qH\ll1$ it tends to $qH/2$, and the displacement becomes $H/E^*$ per unit pressure, as for a bed of springs with $k=E^*/H$. A pad much thinner than the contact radius therefore follows (\ref{eq:spring}), with $\alpha$ now the loss fraction of a single spring. For a moderately thick pad, the change of friction at fixed Hertz pressure follows when the fraction in (\ref{eq:layer}) is inserted in the integral (\ref{eq:Fq}).

\section{A ball on a soft polishing pad}

Consider a ceramic ball with $R=3.0$~mm and $W=0.50$~N, sliding at $V=0.10$~m/s on a wet, soft polyurethane polishing pad. Rough typical values for the pad are $E=30$~MPa, $\nu=0.3$, $\tan\delta=0.10$ and $H=1.5$~mm. Then $E^*=30/(1-0.3^2)=33.0$~MPa, and
\begin{equation}
a=\left(\frac{3\times0.50\times3.0\times10^{-3}}{4\times33.0\times10^{6}}\right)^{1/3}\mathrm{m}
=0.324~\mathrm{mm},\qquad \frac aR=0.108 .
\end{equation}
The peak pressure is $2.27$~MPa and the depth is $35~\mu$m. Equation (\ref{eq:phi}) gives $\phi=10.1$~mN, and (\ref{eq:alphatan}) gives $\alpha=3.24\times0.10=0.324$. Hence
\begin{equation}
\mu=\frac{3}{16}\times0.324\times0.108=0.0066,\qquad F=3.3~\mathrm{mN}.
\end{equation}
The characteristic frequency $V/(2\pi a)$ is about $49$~Hz, so the loss tangent should be measured near that frequency.

The loss here is not very small. The numerical contact solution at $\tan\delta=0.10$, with the compliance (\ref{eq:visco}), gives almost the same friction coefficient, $0.00655$ against $0.00657$, but a true loss fraction of $0.276$. The last digit of the coefficient depends on the model: the full complex modulus, in place of its first-order form, lowers it by a further $0.3\%$. The value $0.324$ is $F/\phi$, whereas the true fraction is $F/A_f$, and $A_f$ exceeds $\phi$. With the true fraction the three-sixteenths law gives $0.855$ of the computed force on this grid and $0.854$ when the grid error is removed; (\ref{eq:finite}) predicts $1-\alpha/2=0.862$. If the drift of the storage modulus is kept, with $E^*$ fixed at $49$~Hz, the friction coefficient changes by less than $1\%$, the true fraction becomes about $0.283$ and the ratio about $0.87$.

The other corrections within the hysteresis model are modest. On a slipping base with $a/H=0.22$, the friction is $2\%$ lower than on a thick pad at the same Hertz pressure; a pad glued to its base was not calculated. The parabola misstates the depth of the sphere's profile at the contact edge by $0.3\%$. If the heat of one pass stays in a cross-section $2a\times a$, and the heat capacity is roughly $1.2\times10^6$~J/(m$^3$\,K), the pad warms by about $0.01$~K. Pad properties in use matter more: if water or warmth doubled $\tan\delta$ and halved $E$, equation (\ref{eq:loadlaw}) would raise $\mu$ by a factor $2\times2^{1/3}=2.5$ at fixed load and radius. Roughness of about $5~\mu$m is $14\%$ of the depth, and pores of about $40~\mu$m are $12\%$ of the contact radius, so a smooth continuum is a fair but not a fine description.

The assumption most easily broken on a real pad is that of negligible interfacial shear. A mean shear stress of $F/(\pi a^2)=9.9$~kPa already doubles the friction. A uniform water film of viscosity $1.0$~mPa\,s would exert this stress at a thickness of $10$~nm, far less than the roughness. At the same speed and viscosity, a film thick enough to separate the rough surfaces would have much smaller drag, but water is not expected to form one here: for smooth surfaces at this speed and load, the usual estimate for soft lubricated contacts gives only some tens of nanometres. A more viscous liquid or a higher speed would thicken the film, but in that estimate the thickness grows more slowly than the product of viscosity and speed, so the viscous drag would rise. Asperities therefore probably touch. If they carry most of the load with a boundary friction coefficient of roughly $0.1$, that friction is about $15$ times the hysteresis part. Equation (\ref{eq:law}) then gives one contribution to the force, and not the measured total. The program contains the input values used here.

\section*{Table of computed values}
\begin{verbatim}
TESTS
front work/(W a/R), solved contact: 0.1871
front work/(W a/R), formula 3/16: 0.1875
friction/(tan d W a/R), solved, tan d=0.01: 0.6070
friction/(tan d W a/R), Fourier integral: 0.60793
friction/(tan d W a/R), formula 6/pi^2: 0.60793
alpha/tan d in contact, 32/pi^2: 3.2423
alpha/tan d in simple cycle, pi/2: 1.5708
contact/simple-cycle loss, 64/pi^3: 2.0641
EXAMPLE INPUTS (rough typical values)
pad modulus: 30 MPa; Poisson ratio: 0.3
loss tangent: 0.10
ball radius: 3.0 mm; load: 0.50 N
pad thickness: 1.5 mm; speed: 0.10 m/s
EXAMPLE RESULTS
contact modulus E*: 32.97 MPa
contact radius a: 0.3244 mm
a/R: 0.1081
peak pressure: 2.269 MPa
indentation depth: 35.1 um
front work per distance: 10.136 mN
first-order loss fraction alpha: 0.3242
hysteresis friction force: 3.286 mN
hysteresis friction coefficient: 0.00657
excitation frequency V/(2 pi a): 49.1 Hz
NEGLECTED EFFECTS
friction coefficient, finite-loss solution: 0.00655
true loss fraction, finite-loss solution: 0.2762
3/16 law with true fraction / solved force: 0.8553
1 - alpha/2 with true fraction: 0.8619
a/thickness: 0.2162
friction on finite layer / thick pad: 0.9790
roughness: 5 um; /depth: 0.143
pore size: 40 um; /contact radius: 0.123
sphere vs parabola at edge, (a/R)^2/4: 0.00292
heating per pass, heat kept in 2a x a: 0.0130 K
friction factor if tan d doubles, E halves: 2.520
interface shear stress equal to hysteresis: 9.94 kPa
water viscosity: 1.0 mPa s
water film with drag equal to hysteresis: 10.06 nm
rough boundary friction coefficient: 0.10
boundary friction / hysteresis friction: 15.2
\end{verbatim}
